# Ripple pyrometry: wafer emissivity and temperature from alternating lamp light: a numerical check

```python
"""Ripple pyrometry of an opaque wafer, tested on synthetic signals.

Result under test: if wafer = (1-rho)*B(T) + rho*lamp, then the ratio of the
alternating parts gives rho, the emissivity is 1-rho, and Planck inversion of
(wafer - rho*lamp)/(1-rho) gives the wafer temperature T.
B: black-body radiance; rho: reflectivity; lamp: radiance incident on the wafer;
wafer: radiance leaving it. The Planck law is coded in atomic units; signals
are in W/(m^2 sr nm), wavelengths in nm, temperatures in K, times in s.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

hartree = sc.physical_constants["Hartree energy"][0]
bohr = sc.physical_constants["Bohr radius"][0]
c_au = 1 / sc.fine_structure
k_au = sc.k / hartree


def omega_au(wavelength):
    return 2 * np.pi * c_au * bohr / (wavelength * 1e-9)


def lab_factor(wavelength):
    """Atomic radiance per angular frequency -> W/(m^2 sr nm)."""
    return hartree / bohr**2 * 2*np.pi*sc.c / (wavelength*1e-9)**2 * 1e-9


def radiance(wavelength, temp):
    w = omega_au(wavelength)
    b = w**3 / (4*np.pi**3*c_au**2) / np.expm1(w / (k_au*temp))
    return b * lab_factor(wavelength)


def planck_inverse(wavelength, value):
    w = omega_au(wavelength)
    b = value / lab_factor(wavelength)
    return w / k_au / np.log1p(w**3 / (4*np.pi**3*c_au**2*b))


# ---------- model parameters ----------
lam = 950.0
T_mid, ramp = 1323.0, 100.0
T_fil, fil_drift, fil_ripple, fill = 2400.0, 50.0, 0.01, 0.05
f_ripple, periods, per_period, phase = 120.0, 12, 50, 1.0
n_si, kappa_hot, kappa_cold, n_ox = 3.8, 0.01, 0.001, 1.45
thickness = 775e-6
K_th, C_vol = 25.0, 2.2e6          # W/(m K), J/(m^3 K)
noise = 0.01

N = periods * per_period
window = periods / f_ripple
t = (np.arange(N) + 0.5) / N * window - window / 2
Om = 2 * np.pi * f_ripple
T_true = T_mid + ramp * t
T_lamp = T_fil + fil_drift*t + fil_ripple*T_fil*np.cos(Om*t - phase)
lamp = fill * radiance(lam, T_lamp)
black = radiance(lam, T_true)
B_mid = radiance(lam, T_mid)

design = np.column_stack([np.ones(N), t/window, np.cos(Om*t), np.sin(Om*t)])
P = np.linalg.pinv(design)
F_fit = P[2] - 1j * P[3]
F_plain = 2 / N * np.exp(-1j * Om * t)


def ripple_pyrometer(wafer_signal, lamp_signal, functional=F_fit):
    aw, al = wafer_signal @ functional, lamp_signal @ functional
    rho = np.real(aw * np.conj(al)) / np.abs(al)**2
    r = np.asarray(rho)[..., None]
    temps = planck_inverse(lam, (wafer_signal - r*lamp_signal) / (1 - r))
    return rho, temps.mean(axis=-1)


# ---------- Planck normalization against the Stefan-Boltzmann law ----------
flux = np.pi * quad(lambda u: radiance(np.exp(u), T_mid) * np.exp(u),
                    np.log(100), np.log(1e6), limit=200)[0]
assert abs(flux / (sc.sigma * T_mid**4) - 1) < 1e-5


# ---------- reflectance and absorbed fraction of a coated wafer ----------
def reflectance(d_ox, wavelength=lam):
    n2 = n_si + 1j * kappa_hot
    r01, r12 = (1-n_ox)/(1+n_ox), (n_ox-n2)/(n_ox+n2)
    e2 = np.exp(4j * np.pi * n_ox * d_ox / wavelength)
    return abs((r01 + r12*e2) / (1 + r01*r12*e2))**2


def absorbed_by_depth(d_ox):
    n2, k0 = n_si + 1j*kappa_hot, 2*np.pi/lam
    e = np.exp(1j * k0 * n_ox * d_ox)
    # unknowns: reflected, forward in film, backward in film, transmitted
    M = np.array([[1, -1, -1, 0], [-1, -n_ox, n_ox, 0],
                  [0, e, 1/e, -1], [0, n_ox*e, -n_ox/e, -n2]], complex)
    trans = np.linalg.solve(M, np.array([-1, -1, 0, 0], complex))[3]
    depth = 1 / (2 * k0 * kappa_hot)
    density = lambda z: k0*(n2**2).imag*abs(trans*np.exp(1j*k0*n2*z))**2
    return quad(density, 0, 40*depth, limit=200)[0]


films = [0.0, 80.0, 160.0]
for d in films:
    assert abs(absorbed_by_depth(d) - (1 - reflectance(d))) < 1e-7

# ---------- recovery for three wafers ----------
eps_bare = 1 - reflectance(0.0)
table = []
for d in films:
    R = reflectance(d)
    sig = (1-R)*black + R*lamp
    r_hat, T_hat = ripple_pyrometer(sig, lamp)
    assert abs(r_hat - R) < 2e-5 and abs(T_hat - T_mid) < 0.02
    T_fixed = planck_inverse(lam, (sig - r_hat*lamp)/eps_bare).mean()
    T_unsub = planck_inverse(lam, sig/(1-r_hat)).mean()
    table.append((d, R, 1-r_hat, T_hat-T_mid, T_fixed-T_mid, T_unsub-T_mid))

# ---------- bare wafer in detail ----------
rho = reflectance(0.0)
eps = 1 - rho
wafer = eps*black + rho*lamp
rho0, T0 = ripple_pyrometer(wafer, lamp)
a_w, a_l = abs(wafer @ F_fit), abs(lamp @ F_fit)
L0 = lamp.mean()
emitted = wafer.mean() - rho0*L0
T_from_mean = planck_inverse(lam, emitted/(1-rho0))
x = omega_au(lam) / (k_au*T_mid)
dT_dlnB = T_mid * (1-np.exp(-x)) / x
dB_dT = B_mid / dT_dlnB

# leakage of the temperature ramp into a plain Fourier sum
rho_plain, T_plain = ripple_pyrometer(wafer, lamp, F_plain)
al_plain = lamp @ F_plain
a_leak = 2j * (-1)**periods * eps*dB_dT*ramp / Om
leak = np.real(a_leak*np.conj(al_plain)) / abs(al_plain)**2
assert abs((rho_plain-rho)/leak - 1) < 0.02


# ---------- amplification of a reflectivity error ----------
def shift_per_rho(temp, lamp_level):
    """Temperature change in K per 0.001 in rho, from the derived formula."""
    b, y = radiance(lam, temp), omega_au(lam)/(k_au*temp)
    return 1e-3 * temp*(1-np.exp(-y))/y * (1-lamp_level/b)/eps


def shift_numeric(temp, lamp_level, h=1e-6):
    s = eps*radiance(lam, temp) + rho*lamp_level
    T_of = lambda r: planck_inverse(lam, (s-r*lamp_level)/(1-r))
    return 1e-3 * (T_of(rho+h)-T_of(rho-h)) / (2*h)


for temp in (T_mid, 1000.0):
    assert abs(shift_numeric(temp, L0)/shift_per_rho(temp, L0) - 1) < 1e-4
assert abs(shift_numeric(T_mid, B_mid)) < 1e-6

# ---------- detector noise ----------
rng = np.random.default_rng(7)
trials = 2000
_, T_noisy = ripple_pyrometer(wafer + noise*rng.standard_normal((trials, N)),
                              lamp + noise*rng.standard_normal((trials, N)))
var_sum = noise**2 * (1+rho**2) / N
sd_rho = np.sqrt(2*var_sum) / a_l
sd_T = dT_dlnB*np.sqrt(var_sum/(eps*B_mid)**2
                       + (sd_rho*(1-L0/B_mid)/eps)**2)
assert abs(T_noisy.std()/sd_T - 1) < 0.08

# ---------- probe gain, unseen steady light, returned wafer light ----------
gain = 0.01
_, T_gain = ripple_pyrometer(wafer, (1+gain)*lamp)
expected = planck_inverse(lam, B_mid*eps/(1-rho/(1+gain)))
assert abs(T_gain-expected) < 0.02

unseen = 0.01
_, T_steady = ripple_pyrometer(wafer + rho*unseen*L0, lamp)
expected = planck_inverse(lam, B_mid + rho*unseen*L0/eps)
assert abs(T_steady-expected) < 0.05

ret = 0.05
bounced = sum((rho*ret)**k * wafer for k in range(30))
_, T_ret_unseen = ripple_pyrometer(bounced, lamp)
_, T_ret_seen = ripple_pyrometer(bounced, lamp + ret*bounced)
assert abs(T_ret_unseen - planck_inverse(lam, B_mid*eps/(eps-rho*ret))) < 0.02
assert abs(T_ret_seen - T_mid) < 0.02

# ---------- thermal ripple of a slab heated equally on both faces ----------
F1 = eps * fill * 4 * sc.sigma * T_fil**4 * fil_ripple
q = np.sqrt(1j * Om * C_vol / K_th)
theta = F1 / (K_th*q*np.tanh(q*thickness/2))
cells = 400
h = thickness / cells
A = np.diag(np.full(cells, 1j*Om*C_vol*h + 2*K_th/h))
A -= K_th/h * (np.eye(cells, k=1) + np.eye(cells, k=-1))
A[0, 0] -= K_th/h
A[-1, -1] -= K_th/h
source = np.zeros(cells, complex)
source[[0, -1]] = F1
surface = np.linalg.solve(A, source)[0] + F1*h/(2*K_th)
assert abs(surface/theta - 1) < 1e-3
T_wave = T_true + np.real(theta*np.exp(1j*(Om*t-phase)))
rho_th, T_th = ripple_pyrometer(eps*radiance(lam, T_wave) + rho*lamp, lamp)
bias_th = eps * dB_dT * theta.real / a_l
assert abs((rho_th-rho0)/bias_th - 1) < 0.05


# ---------- finite optical bandwidth, 80 nm oxide ----------
def band_temperature(width):
    nodes, weights = np.polynomial.legendre.leggauss(8)
    s_w, s_l = np.zeros(N), np.zeros(N)
    for u, g in zip(nodes, weights/2):
        wl = lam + u*width/2
        R = reflectance(80.0, wl)
        l_here = fill*radiance(wl, T_lamp)
        s_w += g*((1-R)*radiance(wl, T_true) + R*l_here)
        s_l += g*l_here
    return ripple_pyrometer(s_w, s_l)[1]


T_narrow = band_temperature(0.0)
band20 = band_temperature(20.0) - T_narrow
band10 = band_temperature(10.0) - T_narrow
assert abs(band20/band10 - 4) < 0.2

# ---------- residual transmission through the wafer ----------
trans_hot, trans_cold = [np.exp(-4*np.pi*k*thickness/(lam*1e-9))
                         for k in (kappa_hot, kappa_cold)]

# ---------- printed numbers ----------
print(f"wavelength {lam:.0f} nm; photon energy "
      f"{sc.h*sc.c/(lam*1e-9)/sc.e:.4f} eV; x = {x:.3f}")
print(f"wafer mid temperature {T_mid:.0f} K; ramp {ramp:.0f} K/s")
print(f"filament: mean {T_fil:.0f} K, drift {fil_drift:.0f} K/s, "
      f"ripple amplitude {fil_ripple*T_fil:.0f} K")
print(f"lamp filling factor {fill:.2f}; lamp phase {phase:.1f} rad")
print(f"ripple {f_ripple:.0f} Hz; window {window:.3f} s; "
      f"{periods} periods; {N} samples")
print(f"silicon index {n_si} + {kappa_hot}i; oxide index {n_ox}")
print("Radiances below in W/(m^2 sr nm)")
print(f"black body at mid temperature {B_mid:.4f}")
print(f"mean wafer signal {wafer.mean():.4f}; mean lamp signal {L0:.4f}")
print(f"ripple amplitude: wafer {a_w:.5f}, lamp {a_l:.5f}")
print(f"bare wafer: recovered rho {rho0:.6f}, true rho {rho:.6f}")
print(f"recovered emissivity {1-rho0:.6f}")
print(f"mean emitted radiance {emitted:.4f}; "
      f"divided by emissivity {emitted/(1-rho0):.4f}")
print(f"temperature from mean radiance {T_from_mean:.3f} K")
print(f"temperature, mean of samplewise inversion {T0:.4f} K")
print("Oxide nm | true rho | recovered emissivity | errors in K:")
print("  full method | emissivity fixed at bare value | no subtraction")
for d, R, e_hat, e1, e2, e3 in table:
    print(f"  {d:.0f} | {R:.4f} | {e_hat:.4f} | {e1:.4f} | {e2:.2f} | {e3:.1f}")
print(f"plain Fourier sum: rho error {rho_plain-rho:.5f} "
      f"(formula {leak:.5f}), T error {T_plain-T_mid:.2f} K")
print(f"lamp/black-body radiance ratio {L0/B_mid:.3f} at {T_mid:.0f} K, "
      f"{L0/radiance(lam, 1000.0):.1f} at 1000 K")
print(f"T shift per +0.001 in rho: {shift_per_rho(T_mid, L0):.3f} K at "
      f"{T_mid:.0f} K, {shift_per_rho(1000.0, L0):.1f} K at 1000 K (linear)")
print(f"T shift per 1 percent in radiance {0.01*dT_dlnB:.3f} K")
print(f"noise per sample {noise:.3f} W/(m^2 sr nm); rho sd {sd_rho:.6f}")
print(f"T sd: formula {sd_T:.3f} K, {trials} trials {T_noisy.std():.3f} K")
print(f"lamp-probe gain +{100*gain:.0f} percent: {T_gain-T_mid:.3f} K")
print(f"unseen steady light, {100*unseen:.0f} percent of lamp: "
      f"{T_steady-T_mid:.3f} K")
print(f"returned wafer light, fraction {ret:.2f}: unseen "
      f"{T_ret_unseen-T_mid:.3f} K, seen {T_ret_seen-T_mid:.4f} K")
print(f"wafer thickness {thickness*1e6:.0f} um; conductivity {K_th:.0f} "
      f"W/(m K); heat capacity {C_vol:.2e} J/(m^3 K)")
print(f"absorbed flux ripple {F1:.0f} W/m^2 per face")
print(f"surface thermal ripple {abs(theta):.5f} K, "
      f"lag {-np.degrees(np.angle(theta)):.1f} degrees")
print(f"thermal-ripple bias: rho {rho_th-rho0:.6f} "
      f"(formula {bias_th:.6f}), T {T_th-T0:.3f} K")
print(f"bandwidth, 80 nm oxide: {band10:.4f} K for 10 nm, "
      f"{band20:.4f} K for 20 nm")
print(f"internal transmission: hot {trans_hot:.1e}; "
      f"with kappa {kappa_cold}: {trans_cold:.1e}")
print(f"T shift if that last fraction were missed: "
      f"{-dT_dlnB*trans_cold/eps:.4f} K")
print("every check passed")
```

Running it gives:

```
wavelength 950 nm; photon energy 1.3051 eV; x = 11.447
wafer mid temperature 1323 K; ramp 100 K/s
filament: mean 2400 K, drift 50 K/s, ripple amplitude 24 K
lamp filling factor 0.05; lamp phase 1.0 rad
ripple 120 Hz; window 0.100 s; 12 periods; 600 samples
silicon index 3.8 + 0.01i; oxide index 1.45
Radiances below in W/(m^2 sr nm)
black body at mid temperature 1.6434
mean wafer signal 5.8556; mean lamp signal 14.0211
ripple amplitude: wafer 0.30143, lamp 0.88583
bare wafer: recovered rho 0.340282, true rho 0.340281
recovered emissivity 0.659718
mean emitted radiance 1.0844; divided by emissivity 1.6438
temperature from mean radiance 1323.028 K
temperature, mean of samplewise inversion 1322.9983 K
Oxide nm | true rho | recovered emissivity | errors in K:
  full method | emissivity fixed at bare value | no subtraction
  0 | 0.3403 | 0.6597 | -0.0017 | -0.00 | 228.5
  80 | 0.2368 | 0.7632 | -0.0017 | 17.06 | 168.5
  160 | 0.0832 | 0.9168 | -0.0017 | 39.16 | 69.7
plain Fourier sum: rho error -0.00237 (formula -0.00237), T error 3.08 K
lamp/black-body radiance ratio 8.532 at 1323 K, 344.2 at 1000 K
T shift per +0.001 in rho: -1.319 K at 1323 K, -34.4 K at 1000 K (linear)
T shift per 1 percent in radiance 1.156 K
noise per sample 0.010 W/(m^2 sr nm); rho sd 0.000688
T sd: formula 0.910 K, 2000 trials 0.907 K
lamp-probe gain +1 percent: -0.590 K
unseen steady light, 1 percent of lamp: 4.996 K
returned wafer light, fraction 0.05: unseen 3.025 K, seen -0.0017 K
wafer thickness 775 um; conductivity 25 W/(m K); heat capacity 2.20e+06 J/(m^3 K)
absorbed flux ripple 2482 W/m^2 per face
surface thermal ripple 0.01212 K, lag 43.7 degrees
thermal-ripple bias: rho 0.000093 (formula 0.000093), T -0.122 K
bandwidth, 80 nm oxide: 0.0132 K for 10 nm, 0.0530 K for 20 nm
internal transmission: hot 3.0e-45; with kappa 0.001: 3.5e-05
T shift if that last fraction were missed: -0.0062 K
every check passed
```
